# Residence Times in Identical Stirred Tanks in Series: a program that tests the result

```python
"""
Result under test: a passive tracer in N equal, perfectly mixed tanks in
series has the residence-time density
    E(t) = t**(N-1) * exp(-t/theta) / ((N-1)! * theta**N),
with mean tau = N*theta and variance tau**2/N.
theta: mean residence time of one tank; tau: total mean; t: time.
The tank balances are solved as a matrix system, without using E(t).
The example is the feed train of a low-pressure SiGe epitaxy tool.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar


def gamma_density(t, number, theta):
    return (t**(number - 1) * math.exp(-t / theta)
            / (math.factorial(number - 1) * theta**number))


def washout(t, number, theta):
    x = t / theta
    return math.exp(-x) * sum(x**k / math.factorial(k)
                              for k in range(number))


def balance_matrix(thetas, backflow=0.0):
    """Rates for tracer amounts; backflow is a fraction of net flow."""
    count = len(thetas)
    matrix = np.zeros((count, count))
    for i in range(count - 1):
        forward = (1 + backflow) / thetas[i]
        backward = backflow / thetas[i + 1]
        matrix[i, i] -= forward
        matrix[i + 1, i] += forward
        matrix[i + 1, i + 1] -= backward
        matrix[i, i + 1] += backward
    matrix[-1, -1] -= 1 / thetas[-1]
    return matrix


def residence_moments(matrix):
    """Mean and variance for a pulse put into the first compartment."""
    pulse = np.zeros(len(matrix))
    pulse[0] = 1.0
    first = np.linalg.solve(-matrix, pulse)
    second = np.linalg.solve(-matrix, first)
    mean = first.sum()
    return mean, 2 * second.sum() - mean**2


def step_down(t, thetas):
    """Outlet fraction after clean gas replaces a long steady feed."""
    amounts = expm(balance_matrix(thetas) * t) @ np.array(thetas)
    return amounts[-1] / thetas[-1]


def slab_vessel_variance(peclet, slabs=200):
    """Variance/mean**2 of a vessel mixed by axial diffusion only."""
    exchange = slabs / peclet - 0.5
    assert exchange > 0
    mean, variance = residence_moments(
        balance_matrix([1 / slabs] * slabs, exchange))
    assert abs(mean - 1) < 1e-8
    return variance


# Density, washout and moments against the tank balances
for number in (1, 2, 3, 7):
    total = 1.7
    theta = total / number
    matrix = balance_matrix([theta] * number)
    for t in (0.2, 0.9, 1.7, 4.0):
        outlet = expm(matrix * t)[-1, 0] / theta
        assert abs(outlet - gamma_density(t, number, theta)) < 1e-10
        assert abs(step_down(t, [theta] * number)
                   - washout(t, number, theta)) < 1e-10
    mean, variance = residence_moments(matrix)
    assert abs(mean - total) < 1e-10
    assert abs(variance - total**2 / number) < 1e-10
    integrals = [quad(lambda t: t**m * gamma_density(t, number, theta),
                      0, 60 * theta)[0] for m in range(3)]
    assert abs(integrals[0] - 1) < 1e-7
    assert abs(integrals[1] - total) < 1e-7
    assert abs(integrals[2] - total**2 * (1 + 1 / number)) < 1e-7

# Adding one tank by convolution
for t in (0.5, 2.0, 5.0):
    folded = quad(lambda s: gamma_density(s, 3, 0.6)
                  * gamma_density(t - s, 1, 0.6), 0, t)[0]
    assert abs(folded - gamma_density(t, 4, 0.6)) < 1e-9

# Position of the peak, found from the tank balances
three_tanks = balance_matrix([0.6] * 3)
peak = minimize_scalar(lambda t: -expm(three_tanks * t)[-1, 0],
                       bounds=(0.1, 4), method="bounded",
                       options={"xatol": 1e-8})
assert abs(peak.x - 2 * 0.6) < 1e-5

# Narrowing toward plug flow at fixed total mean
outside = []
for number in (5, 20, 50):
    thetas = [1 / number] * number
    outside.append(1 - step_down(0.7, thetas) + step_down(1.3, thetas))
    assert outside[-1] <= 1 / (number * 0.3**2)
assert outside[0] > outside[1] > outside[2]

# Unequal tanks spread the stay more than equal tanks
unequal = np.array([0.2, 0.5, 1.1])
mean, variance = residence_moments(balance_matrix(unequal))
assert abs(variance - np.sum(unequal**2)) < 1e-10
assert variance > mean**2 / len(unequal)

# Very strong back-mixing turns three tanks into one
mean, variance = residence_moments(balance_matrix([1.0] * 3, 1e4))
assert abs(mean - 3) < 1e-6
assert abs(variance / mean**2 - 1) < 1e-3

# Slab model against the closed-vessel advection-diffusion result
for peclet in (0.3, 2.0, 8.0):
    closed = 2 / peclet - 2 * (1 - math.exp(-peclet)) / peclet**2
    assert abs(slab_vessel_variance(peclet) - closed) < 5e-4

# Port exchange against a finite-difference concentration profile
port_test, cells, left, right = 3.0, 200, 1.0, 0.3
h = 1 / cells
lower, upper = 1 / h**2 + port_test / (2 * h), 1 / h**2 - port_test / (2 * h)
system = (np.diag([-2 / h**2] * (cells - 1))
          + np.diag([lower] * (cells - 2), -1)
          + np.diag([upper] * (cells - 2), 1))
source = np.zeros(cells - 1)
source[0], source[-1] = -lower * left, -upper * right
profile = np.r_[left, np.linalg.solve(system, source), right]
flux = (profile[0] + profile[1]) / 2 - (profile[1] - profile[0]) / (
    port_test * h)
back_test = 1 / math.expm1(port_test)
assert abs(flux - ((1 + back_test) * left - back_test * right)) < 1e-4

# Viscous pipe flow: integrate the shear from the force balance
pipe_flow = quad(lambda r: math.pi * r**2 * (5.0 * r / (2 * 0.7)),
                 0, 0.4)[0]
pipe_drop = 128 * 0.7 * 2.0 * pipe_flow / (math.pi * 0.8**4)
assert abs(pipe_drop - 5.0 * 2.0) < 1e-9

# Example inputs; transport and segregation values are rough
tanks = 3
vessel_cm3, vessel_length_cm = 500.0, 8.0
flow_sccm, pressure_torr, gas_K = 50.0, 1.0, 300.0
growth_nm_min = 10.0
diffusivity_atm_cm2_s = 0.6
viscosity_Pa_s = 9e-6
hydrogen_kg_mol = 2.016e-3
port_diameter_cm, port_length_cm = 1.0, 3.0
chamber_cm3, chamber_K = 500.0, 600.0
segregation_nm = 1.0

# Ideal result for the example
atm_torr = constants.atm / constants.torr
flow_cm3_s = (flow_sccm / 60 * atm_torr / pressure_torr
              * gas_K / constants.zero_Celsius)
theta = vessel_cm3 / flow_cm3_s
tau = tanks * theta
mean, variance = residence_moments(balance_matrix([theta] * tanks))
sigma = math.sqrt(variance)
assert abs(sigma - tau / math.sqrt(tanks)) < 1e-9


def fall_time(level, thetas):
    return brentq(lambda t: step_down(t, thetas) - level,
                  0, 20 * sum(thetas))


t90, t10, t01 = [fall_time(level, [theta] * tanks)
                 for level in (0.9, 0.1, 0.01)]
single_t01 = fall_time(0.01, [tau])
assert t01 < single_t01
growth_nm_s = growth_nm_min / 60
gas_width_nm = growth_nm_s * sigma

# Neglected effects for the same numbers
diffusivity = diffusivity_atm_cm2_s * atm_torr / pressure_torr
vessel_peclet = vessel_length_cm**2 / (diffusivity * theta)
mixing_ratio = slab_vessel_variance(vessel_peclet)
port_area = math.pi * port_diameter_cm**2 / 4
port_peclet = flow_cm3_s * port_length_cm / (port_area * diffusivity)
backflow = 1 / math.expm1(port_peclet)
_, back_variance = residence_moments(
    balance_matrix([theta] * tanks, backflow))
port_volume_ratio = port_area * port_length_cm / vessel_cm3
drop_torr = (128 * viscosity_Pa_s * port_length_cm * 1e-2
             * flow_cm3_s * 1e-6
             / (math.pi * (port_diameter_cm * 1e-2)**4) / constants.torr)
density = (pressure_torr * constants.torr * hydrogen_kg_mol
           / (constants.R * gas_K))
port_speed = flow_cm3_s / port_area
reynolds = (density * port_speed * 1e-2 * port_diameter_cm * 1e-2
            / viscosity_Pa_s)
chamber_theta = chamber_cm3 / (flow_cm3_s * chamber_K / gas_K)
with_chamber = [theta] * tanks + [chamber_theta]
chamber_mean, chamber_variance = residence_moments(
    balance_matrix(with_chamber))
chamber_t01 = fall_time(0.01, with_chamber)
combined_nm = math.hypot(growth_nm_s * math.sqrt(chamber_variance),
                         segregation_nm)

print("INPUTS")
print(f"number of vessels: {tanks}")
print(f"volume of each vessel: {vessel_cm3:.0f} cm3")
print(f"vessel length: {vessel_length_cm:.1f} cm")
print(f"gas feed: {flow_sccm:.0f} sccm (273.15 K, 760 Torr)")
print(f"pressure: {pressure_torr:.1f} Torr")
print(f"feed-train temperature: {gas_K:.0f} K")
print(f"growth rate: {growth_nm_min:.1f} nm/min")
print(f"rough diffusivity at 760 Torr: {diffusivity_atm_cm2_s:.1f} cm2/s")
print(f"rough hydrogen viscosity: {viscosity_Pa_s:.1e} Pa s")
print(f"port diameter: {port_diameter_cm:.1f} cm")
print(f"port length: {port_length_cm:.1f} cm")
print(f"chamber gas volume: {chamber_cm3:.0f} cm3")
print(f"mean chamber gas temperature: {chamber_K:.0f} K")
print(f"rough Ge segregation length: {segregation_nm:.1f} nm")
print("IDEAL TANKS")
print(f"volumetric flow: {flow_cm3_s:.1f} cm3/s")
print(f"mean time per vessel: {theta:.4f} s")
print(f"total mean time: {tau:.4f} s")
print(f"variance from tank balances: {variance:.4f} s2")
print(f"variance from tau^2/N: {tau**2 / tanks:.4f} s2")
print(f"standard deviation: {sigma:.4f} s")
print(f"peak time: {(tanks - 1) * theta:.4f} s")
print(f"outlet fraction left at total mean time: "
      f"{step_down(tau, [theta] * tanks):.4f}")
print(f"time to 90 percent: {t90:.3f} s")
print(f"time to 10 percent: {t10:.3f} s")
print(f"time to 1 percent: {t01:.3f} s")
print(f"time to 1 percent, one tank of same total: {single_t01:.3f} s")
print(f"film grown in one standard deviation: {gas_width_nm:.3f} nm")
print(f"film grown from 90 to 10 percent: "
      f"{growth_nm_s * (t10 - t90):.3f} nm")
print("NEGLECTED EFFECTS")
print(f"diffusivity at process pressure: {diffusivity:.0f} cm2/s")
print(f"vessel Peclet number: {vessel_peclet:.3f}")
print(f"variance ratio, diffusive/perfect mixing: {mixing_ratio:.4f}")
print(f"port Peclet number: {port_peclet:.2f}")
print(f"port return flow/net flow: {backflow:.5f}")
print(f"variance ratio with port return flow: "
      f"{back_variance / variance:.5f}")
print(f"port volume/vessel volume: {port_volume_ratio:.5f}")
print(f"pressure drop per port: {drop_torr:.5f} Torr")
print(f"port Reynolds number: {reynolds:.2f}")
print(f"mean time in heated chamber: {chamber_theta:.4f} s")
print(f"total mean time with chamber: {chamber_mean:.4f} s")
print(f"standard deviation with chamber: "
      f"{math.sqrt(chamber_variance):.4f} s")
print(f"time to 1 percent with chamber: {chamber_t01:.3f} s")
print(f"film width from gas with chamber: "
      f"{growth_nm_s * math.sqrt(chamber_variance):.3f} nm")
print(f"film width with chamber and segregation: {combined_nm:.3f} nm")
print("all tests passed")
```

Output:

```
INPUTS
number of vessels: 3
volume of each vessel: 500 cm3
vessel length: 8.0 cm
gas feed: 50 sccm (273.15 K, 760 Torr)
pressure: 1.0 Torr
feed-train temperature: 300 K
growth rate: 10.0 nm/min
rough diffusivity at 760 Torr: 0.6 cm2/s
rough hydrogen viscosity: 9.0e-06 Pa s
port diameter: 1.0 cm
port length: 3.0 cm
chamber gas volume: 500 cm3
mean chamber gas temperature: 600 K
rough Ge segregation length: 1.0 nm
IDEAL TANKS
volumetric flow: 695.6 cm3/s
mean time per vessel: 0.7188 s
total mean time: 2.1564 s
variance from tank balances: 1.5501 s2
variance from tau^2/N: 1.5501 s2
standard deviation: 1.2450 s
peak time: 1.4376 s
outlet fraction left at total mean time: 0.4232
time to 90 percent: 0.792 s
time to 10 percent: 3.826 s
time to 1 percent: 6.042 s
time to 1 percent, one tank of same total: 9.931 s
film grown in one standard deviation: 0.208 nm
film grown from 90 to 10 percent: 0.506 nm
NEGLECTED EFFECTS
diffusivity at process pressure: 456 cm2/s
vessel Peclet number: 0.195
variance ratio, diffusive/perfect mixing: 0.9380
port Peclet number: 5.83
port return flow/net flow: 0.00296
variance ratio with port return flow: 1.00394
port volume/vessel volume: 0.00471
pressure drop per port: 0.00574 Torr
port Reynolds number: 1.06
mean time in heated chamber: 0.3594 s
total mean time with chamber: 2.5159 s
standard deviation with chamber: 1.2959 s
time to 1 percent with chamber: 6.491 s
film width from gas with chamber: 0.216 nm
film width with chamber and segregation: 1.023 nm
all tests passed
```
